**Symmetric-connection derivatives in trans-butadiene**

The program tests $\tilde M^{(1)}=M^{(1)}-\tfrac12\{S^{(1)},M\}$ and its second-order counterpart. Here $M$ is a one- or two-electron integral array over orbitals with frozen coefficients, $S$ is their overlap, the tilde marks orbitals orthonormalized by $S^{-1/2}$, and braces denote the sum of one-index transformations. It asserts agreement with five-point differences of explicitly orthonormalized integrals; the second-order formula takes its second-derivative inputs from differences as well. It also asserts the Hartree–Fock overlap term, the commutator identity for orbital rotations, and agreement of Hartree–Fock, π-space CCSD and full-CI gradients with energy differences. A further test compares the symmetric orbitals with Gram–Schmidt and randomly rotated ones and finds the symmetric set closest to the frozen orbitals. In the STO-3G example, the output gives a CCSD gradient of −0.00982 hartree/bohr with fixed symmetric-connection orbitals and −0.00912 hartree/bohr with relaxed Hartree–Fock orbitals.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Program and output

```python
"""Geometry derivatives of a second-quantized Hamiltonian, symmetric connection.

Result under test, for a nuclear coordinate x and reference orbitals C:
    dM~/dx = dM/dx - (1/2) {dS/dx, M},      M = h or g,
where M holds integrals over orbitals with frozen C, M~ those over orbitals
orthonormalized by S^(-1/2), S is the overlap with frozen C, and {A, M} sums
the transformations of one index of M at a time by the matrix A.
The second derivative and Hartree-Fock, CCSD and full-CI gradients are tested.
System: trans-butadiene, STO-3G; x lengthens the central C-C bond.
The four pi electrons are correlated in the four pi orbitals.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from pyscf import gto, scf

CC_DOUBLE, CC_CENTRAL, CH = 2.5, 2.8, 2.05
STEP = 0.01
OFFSETS = np.array([-2, -1, 0, 1, 2]) * STEP
FIRST = np.array([1, -8, 0, 8, -1]) / (12 * STEP)
SECOND = np.array([-1, 16, -30, 16, -1]) / (12 * STEP**2)


def difference(weights, values):
    return sum(w * v for w, v in zip(weights, values))


def direction(degrees):
    angle = np.deg2rad(degrees)
    return np.array([np.cos(angle), np.sin(angle), 0.0])


def molecule(x):
    inner = np.array([-(CC_CENTRAL + x) / 2, 0.0, 0.0])
    outer = inner + CC_DOUBLE * direction(120)
    left = [("C", inner), ("C", outer), ("H", inner + CH * direction(240)),
            ("H", outer + CH * direction(60)),
            ("H", outer + CH * direction(180))]
    atoms = left + [(name, -position) for name, position in left]
    return gto.M(atom=[(name, tuple(r)) for name, r in atoms],
                 basis="sto-3g", unit="Bohr", verbose=0)


def ao_integrals(mol):
    return (mol.intor("int1e_ovlp"),
            mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
            mol.intor("int2e"))


def ao_derivatives(mol, velocity):
    """Analytic derivatives when atom A moves along the x axis by velocity[A]."""
    slices = mol.aoslice_by_atom()[:, 2:4]
    v = np.zeros(mol.nao)
    for atom, (start, stop) in enumerate(slices):
        v[start:stop] = velocity[atom]
    s = -v[:, None] * mol.intor("int1e_ipovlp")[0]
    h = -v[:, None] * (mol.intor("int1e_ipkin")
                       + mol.intor("int1e_ipnuc"))[0]
    for atom in range(mol.natm):
        with mol.with_rinv_origin(mol.atom_coord(atom)):
            h -= (mol.atom_charge(atom) * velocity[atom]
                  * mol.intor("int1e_iprinv")[0])
    g = -v[:, None, None, None] * mol.intor("int2e_ip1")[0]
    g = g + g.transpose(1, 0, 2, 3)
    return s + s.T, h + h.T, g + g.transpose(2, 3, 0, 1)


def nuclear_derivative(mol, velocity):
    r, z = mol.atom_coords(), mol.atom_charges()
    total = 0.0
    for a in range(mol.natm):
        for b in range(a):
            d = r[a] - r[b]
            total -= (z[a] * z[b] * d[0] * (velocity[a] - velocity[b])
                      / np.linalg.norm(d)**3)
    return total


def transform(tensor, c):
    for _ in range(tensor.ndim):
        tensor = np.tensordot(tensor, c, axes=(0, 0))
    return tensor


def one_index(a, tensor):
    return sum(np.moveaxis(np.tensordot(tensor, a, axes=(k, 0)), -1, k)
               for k in range(tensor.ndim))


def inverse_root(s):
    values, vectors = np.linalg.eigh(s)
    return (vectors / np.sqrt(values)) @ vectors.T


def run_scf(mol, dm=None):
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-8
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def orbital_spaces(mol, c, nocc):
    pz = [k for k, label in enumerate(mol.ao_labels(fmt=None))
          if label[3] == "z"]
    is_pi = np.linalg.norm(c[pz], axis=0) > 0.1
    active = np.flatnonzero(is_pi)
    core = np.array([i for i in range(nocc) if not is_pi[i]])
    assert len(active) == 4 and np.sum(active < nocc) == 2
    return core, active


# Fock-space matrices: four pi orbitals, two alpha and two beta electrons.
lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for mode in range(8):
    matrix = np.eye(1)
    for k in range(8):
        matrix = np.kron(matrix, parity if k < mode else
                         lower if k == mode else unit)
    annihilate.append(matrix)
count = [sum(np.diag(annihilate[2*p + spin].T @ annihilate[2*p + spin])
             for p in range(4)) for spin in range(2)]
sector = np.flatnonzero((count[0] == 2) & (count[1] == 2))
E = np.array([[sum(annihilate[2*p + s].T @ annihilate[2*q + s]
                   for s in range(2))[np.ix_(sector, sector)]
               for q in range(4)] for p in range(4)])
ref = int(np.flatnonzero((np.diag(E[0, 0]) == 2) & (np.diag(E[1, 1]) == 2))[0])
singles = [E[a, i] for a in (2, 3) for i in (0, 1)]
excitations = singles + [p @ q for p, q in
                         combinations_with_replacement(singles, 2)]
bras = np.array([x[:, ref] for x in excitations])


def fock_space_operator(constant, h, g):
    contracted = np.einsum("pqrs,rsjk->pqjk", g, E)
    two = np.einsum("pqij,pqjk->ik", E, contracted, optimize=True)
    two -= np.einsum("pqqs,psij->ij", g, E, optimize=True)
    return (constant * np.eye(len(sector))
            + np.einsum("pq,pqij->ij", h, E) + 0.5 * two)


def mean_field(h, g, occupied):
    coulomb = np.einsum("pqii->pq", g[:, :, occupied][:, :, :, occupied])
    exchange = np.einsum("piiq->pq", g[:, occupied][:, :, occupied])
    return h + 2 * coulomb - exchange


def active_integrals(h, g, core, active):
    f = mean_field(h, g, core)
    constant = np.sum(np.diag(h)[core] + np.diag(f)[core])
    return (constant, f[np.ix_(active, active)],
            g[np.ix_(active, active, active, active)])


def pi_operator(h, g, core, active, nuclear):
    constant, ha, ga = active_integrals(h, g, core, active)
    return fock_space_operator(constant + nuclear, ha, ga)


def solve_ccsd(hamiltonian):
    """Return energy and the left and right CCSD states."""
    t = np.zeros(len(excitations))
    for _ in range(40):
        cluster = sum(a * x for a, x in zip(t, excitations))
        hbar = expm(-cluster) @ hamiltonian @ expm(cluster)
        residual = bras @ hbar[:, ref]
        commutators = [hbar @ x - x @ hbar for x in excitations]
        jacobian = np.array([bras @ c[:, ref] for c in commutators]).T
        if np.linalg.norm(residual) < 1e-11:
            break
        t -= np.linalg.solve(jacobian, residual)
    else:
        raise AssertionError("CCSD equations did not converge")
    eta = np.array([c[ref, ref] for c in commutators])
    multipliers = -np.linalg.solve(jacobian.T, eta)
    bra = multipliers @ bras
    bra[ref] += 1.0
    return hbar[ref, ref], bra @ expm(-cluster), expm(cluster)[:, ref]


# Reference orbitals and analytic derivative integrals.
mol0 = molecule(0.0)
mf0 = run_scf(mol0)
C, eps, nocc = mf0.mo_coeff, mf0.mo_energy, mol0.nelectron // 2
core, active = orbital_spaces(mol0, C, nocc)
velocity = np.array([-0.5] * 5 + [0.5] * 5)
S1, h1, g1 = [transform(m, C) for m in ao_derivatives(mol0, velocity)]
_, h0, g0 = [transform(m, C) for m in ao_integrals(mol0)]
n1 = nuclear_derivative(mol0, velocity)
h_connection, g_connection = [-0.5 * one_index(S1, m) for m in (h0, g0)]
h_sym1, g_sym1 = h1 + h_connection, g1 + g_connection

# Direct calculations at displaced geometries.
frozen_s, frozen_h, frozen_g, ortho_h, ortho_g = [], [], [], [], []
hf_energies, cc_fixed, cc_relaxed, fci_fixed = [], [], [], []
for x in OFFSETS:
    mol = molecule(x)
    s_ao, h_ao, g_ao = ao_integrals(mol)
    s, h, g = [transform(m, C) for m in (s_ao, h_ao, g_ao)]
    root = inverse_root(s)
    ht, gt = transform(h_ao, C @ root), transform(g_ao, C @ root)
    for store, value in zip((frozen_s, frozen_h, frozen_g, ortho_h, ortho_g),
                            (s, h, g, ht, gt)):
        store.append(value)
    operator = pi_operator(ht, gt, core, active, mol.energy_nuc())
    cc_fixed.append(solve_ccsd(operator)[0])
    fci_fixed.append(np.linalg.eigvalsh(operator)[0])
    mf = run_scf(mol, mf0.make_rdm1())
    hf_energies.append(mf.e_tot)
    core_x, active_x = orbital_spaces(mol, mf.mo_coeff, nocc)
    operator = pi_operator(transform(h_ao, mf.mo_coeff),
                           transform(g_ao, mf.mo_coeff),
                           core_x, active_x, mol.energy_nuc())
    cc_relaxed.append(solve_ccsd(operator)[0])

# First and second derivatives of every one- and two-electron integral.
error_h1 = np.max(abs(difference(FIRST, ortho_h) - h_sym1))
error_g1 = np.max(abs(difference(FIRST, ortho_g) - g_sym1))
assert error_h1 < 1e-7 and error_g1 < 1e-7
S2, h2, g2 = [difference(SECOND, m) for m in (frozen_s, frozen_h, frozen_g)]


def second_terms(m0, m1, m2):
    return [m2, -one_index(S1, m1), -0.5 * one_index(S2, m0),
            0.25 * one_index(S1, one_index(S1, m0)),
            0.5 * one_index(S1 @ S1, m0)]


h_terms = second_terms(h0, h1, h2)
error_h2 = np.max(abs(difference(SECOND, ortho_h) - sum(h_terms)))
error_g2 = np.max(abs(difference(SECOND, ortho_g)
                      - sum(second_terms(g0, g1, g2))))
assert error_h2 < 1e-6 and error_g2 < 1e-6

# First-order rotation that keeps the orbitals Hartree-Fock orbitals.
o, v = slice(0, nocc), slice(nocc, None)
nvir = len(eps) - nocc
response = (4 * g0[v, o, v, o] - g0[v, v, o, o].transpose(0, 2, 1, 3)
            - g0[v, o, o, v].transpose(0, 2, 3, 1)).reshape(nocc*nvir, -1)
response = response + np.diag((eps[v, None] - eps[None, o]).ravel())
fock1 = mean_field(h_sym1, g_sym1, np.arange(nocc))
kappa = np.linalg.solve(response, -fock1[v, o].ravel()).reshape(nvir, nocc)
K = np.zeros_like(h0)
K[v, o], K[o, v] = kappa, -kappa.T

# Derivative operators and their contributions to the energy gradients.
H0 = pi_operator(h0, g0, core, active, mol0.energy_nuc())
parts = [pi_operator(h1, g1, core, active, n1),
         pi_operator(h_connection, g_connection, core, active, 0.0),
         pi_operator(one_index(K, h0), one_index(K, g0), core, active, 0.0)]
cc_energy, left, right = solve_ccsd(H0)
cc_parts = [left @ p @ right for p in parts]
hf_parts = [p[ref, ref] for p in parts]
fci_energies, fci_vectors = np.linalg.eigh(H0)
ground = fci_vectors[:, 0]
fci_gradient = ground @ (parts[0] + parts[1]) @ ground
hf_fd, fixed_fd, relaxed_fd, fci_fd = [
    difference(FIRST, e) for e in (hf_energies, cc_fixed, cc_relaxed, fci_fixed)]
hf_overlap = -2 * np.sum(eps[:nocc] * np.diag(S1)[:nocc])
assert abs(H0[ref, ref] - mf0.e_tot) < 1e-8
assert abs(hf_parts[1] - hf_overlap) < 1e-6
assert abs(hf_parts[2]) < 1e-6
assert abs(sum(hf_parts[:2]) - hf_fd) < 1e-6
assert abs(sum(cc_parts[:2]) - fixed_fd) < 1e-6
assert abs(sum(cc_parts) - relaxed_fd) < 1e-6
assert abs(fci_gradient - fci_fd) < 1e-6

# An antisymmetric one-index transformation is a Fock-space commutator.
rng = np.random.default_rng(7)
rotation = rng.normal(size=(4, 4))
rotation -= rotation.T
_, h_pi, g_pi = active_integrals(h0, g0, core, active)
rotation_operator = np.einsum("pq,pqij->ij", rotation, E)
commutator = H0 @ rotation_operator - rotation_operator @ H0
rotated = fock_space_operator(0.0, one_index(rotation, h_pi),
                              one_index(rotation, g_pi))
commutator_error = np.max(abs(commutator - rotated))
assert commutator_error < 1e-9
assert abs(ground @ rotated @ ground) < 1e-9
pair = E[2, 0] - E[0, 2]
pair_commutator = H0 @ pair - pair @ H0
cc_rotation = abs(left @ pair_commutator @ right)
fci_rotation = abs(ground @ pair_commutator @ ground)

# Distance between frozen and orthonormalized orbitals at a finite stretch.
stretch = 0.2
s_far = transform(molecule(stretch).intor("int1e_ovlp"), C)


def distance(t):
    change = t - np.eye(len(t))
    return np.trace(change.T @ s_far @ change)


symmetric = inverse_root(s_far)
gram_schmidt = np.linalg.inv(np.linalg.cholesky(s_far)).T
d_symmetric, d_gram = distance(symmetric), distance(gram_schmidt)
assert d_symmetric < d_gram
for _ in range(10):
    a = rng.normal(size=s_far.shape)
    assert d_symmetric < distance(symmetric @ expm(0.01 * (a - a.T)))

p = active[1]
force_unit = physical_constants["atomic unit of force"][0] * 1e9
print(f"C=C, central C-C, C-H: {CC_DOUBLE}, {CC_CENTRAL}, {CH} bohr")
print(f"basis functions, electrons: {mol0.nao}, {mol0.nelectron}")
print(f"sigma core orbitals, pi orbitals: {len(core)}, {len(active)}")
print(f"pi determinants, CCSD amplitudes: {len(sector)}, {len(excitations)}")
print(f"difference step: {STEP} bohr")
print("Highest occupied pi orbital p, first derivatives:")
print(f"  S1_pp = {S1[p, p]:.8f} 1/bohr")
print(f"  h_pp = {h0[p, p]:.8f} hartree")
print(f"  h1_pp = {h1[p, p]:.8f} hartree/bohr")
print(f"  -1/2 {{S1,h}}_pp = {h_connection[p, p]:.8f} hartree/bohr")
print(f"  total h~1_pp = {h_sym1[p, p]:.8f} hartree/bohr")
print(f"  difference value = {difference(FIRST, ortho_h)[p, p]:.8f} hartree/bohr")
print(f"  g_pppp = {g0[p, p, p, p]:.8f} hartree")
print(f"  g1_pppp = {g1[p, p, p, p]:.8f} hartree/bohr")
print(f"  -1/2 {{S1,g}}_pppp = {g_connection[p, p, p, p]:.8f} hartree/bohr")
print(f"  total g~1_pppp = {g_sym1[p, p, p, p]:.8f} hartree/bohr")
print("Same orbital, second derivative of h~, hartree/bohr^2:")
for name, term in zip(("h2", "-{S1,h1}", "-1/2 {S2,h}",
                       "1/4 {S1,{S1,h}}", "1/2 {S1 S1,h}"), h_terms):
    print(f"  {name} = {term[p, p]:.7f}")
print(f"  total = {sum(h_terms)[p, p]:.7f}")
print(f"  difference value = {difference(SECOND, ortho_h)[p, p]:.7f}")
print("Largest integral errors against differences:")
print(f"  first h, g: {error_h1:.1e}, {error_g1:.1e} hartree/bohr")
print(f"  second h, g: {error_h2:.1e}, {error_g2:.1e} hartree/bohr^2")
print(f"HF energy = {mf0.e_tot:.8f} hartree")
print(f"pi-CCSD energy = {cc_energy:.8f} hartree")
print(f"pi-full-CI energy = {fci_energies[0]:.8f} hartree")
print("Energy gradients, hartree/bohr:")
for name, values in (("HF", hf_parts), ("CCSD", cc_parts)):
    print(f"  {name} derivative integrals + nuclei = {values[0]:.7f}")
    print(f"  {name} symmetric connection = {values[1]:.7f}")
    print(f"  {name} orbital rotation = {values[2]:.2e}")
print(f"  HF overlap term from orbital energies = {hf_overlap:.7f}")
print(f"  HF total, difference = {sum(hf_parts[:2]):.7f}, {hf_fd:.7f}")
print(f"  CCSD fixed, difference = {sum(cc_parts[:2]):.7f}, {fixed_fd:.7f}")
print(f"  CCSD relaxed, difference = {sum(cc_parts):.7f}, {relaxed_fd:.7f}")
print(f"  full CI fixed, difference = {fci_gradient:.7f}, {fci_fd:.7f}")
print(f"CCSD relaxed gradient = {sum(cc_parts) * force_unit:.4f} nN")
print(f"Commutator identity error = {commutator_error:.1e} hartree")
print("Energy slope for rotation of pi orbitals 1 and 3, hartree/rad:")
print(f"  CCSD, full CI magnitudes = {cc_rotation:.2e}, {fci_rotation:.1e}")
print(f"Squared orbital distance at {stretch} bohr stretch (dimensionless):")
print(f"  symmetric, Gram-Schmidt = {d_symmetric:.7f}, {d_gram:.7f}")
print("tests ok")
```

Printed output:

```
C=C, central C-C, C-H: 2.5, 2.8, 2.05 bohr
basis functions, electrons: 26, 30
sigma core orbitals, pi orbitals: 13, 4
pi determinants, CCSD amplitudes: 36, 14
difference step: 0.01 bohr
Highest occupied pi orbital p, first derivatives:
  S1_pp = 0.08247926 1/bohr
  h_pp = -9.98526482 hartree
  h1_pp = -0.32103791 hartree/bohr
  -1/2 {S1,h}_pp = 0.88417193 hartree/bohr
  total h~1_pp = 0.56313402 hartree/bohr
  difference value = 0.56313402 hartree/bohr
  g_pppp = 0.36125581 hartree
  g1_pppp = 0.04089867 hartree/bohr
  -1/2 {S1,g}_pppp = -0.05940670 hartree/bohr
  total g~1_pppp = -0.01850803 hartree/bohr
Same orbital, second derivative of h~, hartree/bohr^2:
  h2 = 0.7281237
  -{S1,h1} = 0.2580637
  -1/2 {S2,h} = -0.7602812
  1/4 {S1,{S1,h}} = -0.2015529
  1/2 {S1 S1,h} = -0.2017882
  total = -0.1774349
  difference value = -0.1774349
Largest integral errors against differences:
  first h, g: 3.1e-09, 3.2e-10 hartree/bohr
  second h, g: 3.2e-09, 9.0e-10 hartree/bohr^2
HF energy = -153.01654337 hartree
pi-CCSD energy = -153.09878828 hartree
pi-full-CI energy = -153.09900168 hartree
Energy gradients, hartree/bohr:
  HF derivative integrals + nuclei = 0.1705484
  HF symmetric connection = -0.1777913
  HF orbital rotation = -1.68e-10
  CCSD derivative integrals + nuclei = 0.1631717
  CCSD symmetric connection = -0.1729892
  CCSD orbital rotation = 6.93e-04
  HF overlap term from orbital energies = -0.1777913
  HF total, difference = -0.0072430, -0.0072430
  CCSD fixed, difference = -0.0098175, -0.0098175
  CCSD relaxed, difference = -0.0091247, -0.0091247
  full CI fixed, difference = -0.0099416, -0.0099415
CCSD relaxed gradient = -0.7518 nN
Commutator identity error = 1.5e-13 hartree
Energy slope for rotation of pi orbitals 1 and 3, hartree/rad:
  CCSD, full CI magnitudes = 5.47e-04, 6.1e-15
Squared orbital distance at 0.2 bohr stretch (dimensionless):
  symmetric, Gram-Schmidt = 0.0139206, 0.0231752
tests ok
```
